Area and Perimeter of a Closed Step under Isotropic Edge Diffusion

**1. The situation**

An island one atom high sits on a flat crystal terrace, bounded by a closed step. The island has just formed by the merging of two smaller ones and is elongated. At moderate temperature its atoms rarely escape onto the terrace, but they do move along the edge. The island becomes rounder. Which properties of its outline are fixed during this process, and how fast does the outline shorten?

The step is treated as a smooth closed curve that does not cross itself. Three assumptions define the model:

- atoms move along the edge and are not exchanged with the terrace;
- the free energy per length of step, the line tension β, is the same for every edge direction;
- the edge mobility is the same everywhere.

**2. How a moving curve changes its area and length**

Let P(u,t) = (x,y) be the curve, run counterclockwise as u goes from 0 to 2π. Subscripts denote derivatives. Arc length s satisfies ds = g du, with g = |P_u|. The unit tangent is E = (x_s, y_s), and the outward unit normal is N = (y_s, −x_s). With curvature κ counted positive on a circle,

E_s = −κN,  N_s = κE.

On a circle of radius R these relations give κ = 1/R.

Let each point move with outward normal speed V and tangential speed W:

P_t = VN + WE.

The length is L = ∫g du. Since g² = P_u·P_u, we have g_t = E·P_ut = g E·(P_t)_s. Differentiating the velocity,

(P_t)_s = V_s N + κVE + W_s E − κWN.

Its component along E is κV + W_s. The integral of W_s around the closed curve is zero, so

dL/dt = ∮ κV ds.  (1)

The area is A = ½∫(x y_u − y x_u) du. Its time derivative is

dA/dt = ½∫(x_t y_u + x y_ut − y_t x_u − y x_ut) du.

Integrate the second and fourth terms by parts in u. The boundary terms vanish because the curve is closed. The second term becomes −x_u y_t and the fourth becomes +y_u x_t, so

dA/dt = ∫(x_t y_u − y_t x_u) du = ∮ P_t·N ds = ∮ V ds.  (2)

The tangential speed drops out of both results: it relabels points without changing the shape.

**3. The law of motion for edge diffusion**

The step free energy is βL. By (1), a small outward displacement δh(s) changes it by β∮κ δh ds. Attach one atom of area Ω near a given point, so that ∮δh ds = Ω. If κ varies little over the region concerned, the energy changes by

μ = Ωβκ.

This is the chemical potential relative to a straight edge. Atoms at a strongly convex tip have a higher μ than atoms on a flat side.

Let c_e be the number of mobile edge atoms per length, D_e their diffusivity and kT the thermal energy. A force −μ_s produces the drift velocity −(D_e/kT)μ_s, by the Einstein relation. The number of atoms passing a point per unit time is therefore

J = −(D_e c_e/kT) μ_s.

A segment ds gains −J_s ds atoms per unit time, and each adds an area Ω. Neglecting changes in the small stock of mobile atoms, V ds = −ΩJ_s ds. Hence

V = B κ_ss,  B = D_e c_e Ω²β/kT.  (3)

With c_e in 1/nm and D_e in nm²/s, B has the unit nm⁴/s.

A one-layer hole obeys the same equation. Let V and κ now refer to the outward normal of the hole. Adding an atom shrinks the hole, so μ = −Ωβκ, and a gain of atoms moves the edge inward, so V = +ΩJ_s. The two sign changes cancel and (3) returns.

**4. The two results**

Insert (3) into (2). Since κ_s returns to its starting value after one circuit,

dA/dt = B∮κ_ss ds = 0.  (4)

Insert (3) into (1) and integrate by parts, again without a boundary term:

dL/dt = B∮κκ_ss ds = −B∮κ_s² ds ≤ 0.  (5)

The constant of proportionality is B. The free energy βL falls at β times this rate.

The rate vanishes only if κ_s = 0 everywhere. Then κ is constant, and it is not zero because the curve closes. From N_s = κE,

(P − N/κ)_s = E − E = 0.

All points thus lie at distance 1/|κ| from one fixed centre, and the curve is a circle. The isoperimetric inequality, L² ≥ 4πA, sets the lowest length available at the conserved area: 2√(πA).

Convexity was not used. As a test, take the non-convex curve r = 1 + ¼cos 2u + 0.1 sin 3u, in scaled units with B = 1. Its only symmetry is reflection in the y axis. Displacing its points slightly by the velocity (3), forward and backward in time, and remeasuring the outline gives dL/dt = −106.244. The integral in (5) gives the same value to the digits shown. The measured dA/dt is 2·10⁻⁸, which is zero to numerical accuracy.

The derivation does need a smooth curve, and A is the enclosed area only if the curve is simple. If a narrow neck closes and two parts of the edge meet, (4) and (5) cannot be carried through that instant.

**5. What each assumption does**

*No exchange of atoms.* Suppose the edge instead loses atoms at a rate set by its local curvature, V = −κ in scaled units. Then dL/dt = −∮κ² ds, so the perimeter still falls. But dA/dt = −∮κ ds = −2π, because the tangent turns once around a simple closed curve. For the curve above the displacement test gives −6.28319. Shortening alone does not conserve area; transport confined to the edge does.

*Constant mobility.* Let a positive mobility M vary along the edge, so that V = (Mκ_s)_s. The integral of V still vanishes, and one integration by parts gives

dL/dt = −∮ M κ_s² ds.  (6)

Area conservation and the sign survive, but the rate is now a weighted integral. One such mobility arises when the edge-atom density is not linearized. In local equilibrium the density is c_e exp(μ/kT) = c_e exp(Γκ), with the capillary length Γ = Ωβ/kT. The diffusion current is

J = −D_e (c_e e^{Γκ})_s = −D_e c_e Γ e^{Γκ} κ_s.

Then V = −ΩJ_s has the form above with M = B e^{Γκ}. Equation (5) is its limit for |Γκ| ≪ 1.

*Isotropic line tension.* Let β depend on the angle φ of the normal, with N = (cos φ, sin φ) and φ_s = κ. The energy is F = ∮β(φ) ds. A moving edge also rotates. The component of (P_t)_s along N is V_s − κW, so E turns towards N at that rate. Since E and N stay perpendicular, φ_t = −V_s + κW. With β′ = dβ/dφ,

dF/dt = ∮[β′(−V_s + κW) + β(κV + W_s)] ds.

The terms in W combine into (βW)_s and integrate to zero. Integrating −β′V_s by parts gives β″κV, because (β′)_s = β″κ. Therefore

dF/dt = ∮ β̃κV ds,  β̃ = β + β″.

The stiffness β̃ replaces β in the chemical potential. In scaled units V = (β̃κ)_ss, and

dF/dt = −∮[(β̃κ)_s]² ds,  dL/dt = −∮κ_s(β̃κ)_s ds.

Area is still conserved and F cannot rise, but L can. Take β = 1 + 0.01 cos 6φ, so β̃ = 1 − 0.35 cos 6φ, and the nearly circular curve r = 1 + 0.002 cos 6u. To first order in each modulation, κ ≈ 1 + 0.07 cos 6u and β̃κ ≈ 1 − 0.28 cos 6u. Their slopes have opposite signs, and dL/dt ≈ +0.42 × 1.68π ≈ +2.2. Displacing the curve gives +2.208 for the perimeter and −9.10 for the energy. The island here becomes more hexagonal, with rounded corners, because that lowers its energy.

**6. Nearly circular islands**

Write r = R + η(θ,t), with η small. The curvature in polar form is

κ = (r² + 2r_θ² − r r_θθ)/(r² + r_θ²)^{3/2}.

To first order the numerator is R² + 2Rη − Rη_θθ and the denominator is R³ + 3R²η. Their ratio is

κ ≈ 1/R − (η + η_θθ)/R².

With ds ≈ R dθ and V ≈ η_t, equation (3) becomes

η_t = −(B/R⁴)(η_θθ + η_θθθθ).

For η = α_n cos nθ, the bracket equals (n⁴ − n²)η. The amplitude decays at the rate

ω_n = B n²(n² − 1)/R⁴.  (7)

The mode n = 0 is a change of size and has zero rate, as area conservation requires. The mode n = 1 is a shift of the whole island and also has zero rate. The slowest change of shape is n = 2, with relaxation time R⁴/(12B). Doubling R at fixed B makes it sixteen times longer.

The excess perimeter follows from r = r₀ + α_n cos nθ. The area is πr₀² + πα_n²/2. Setting it equal to πR² gives r₀ ≈ R − α_n²/(4R). To second order,

L ≈ ∫(r + r_θ²/(2R)) dθ = 2πr₀ + πn²α_n²/(2R),

and therefore

L − 2πR ≈ π(n² − 1)α_n²/(2R).  (8)

This agrees with (5). Differentiating (8) with α_n decaying at ω_n gives −πBn²(n² − 1)²α_n²/R⁵. On the other side, κ_s ≈ −n(n² − 1)α_n sin nθ/R³. Squaring it, integrating over the circumference and multiplying by −B gives the same expression.

**7. Worked example: an elliptical island**

Take an ellipse with semi-axes a = 16 nm and b = 10 nm: x = a cos u, y = b sin u. Then

g² = a² sin²u + b² cos²u,  κ = ab/g³.

From g g_u = (a² − b²) sin u cos u,

κ_s = κ_u/g = −3ab g_u/g⁵ = −3ab(a² − b²) sin u cos u/g⁶.

Squaring and using ds = g du,

∮κ_s² ds = ∫₀^{2π} 9a²b²(a² − b²)² sin²u cos²u/g¹¹ du = 4.724·10⁻³ nm⁻³.

The material parameters are rough values in the regime of Ni(111) at 450 K, where kT = 0.03878 eV. The atomic spacing is ℓ = 0.25 nm, so Ω = (√3/2)ℓ² = 0.05413 nm². The line tension is 1.0 eV/nm. For the edge atoms take D_e ≈ ℓ²ν exp(−E_d/kT) and c_e ≈ ℓ⁻¹exp(−E_f/kT), leaving out factors of order one. Here ν = 10¹³ s⁻¹ is the attempt rate, and E_d and E_f are the hopping and formation energies. Only their sum, 0.85 eV, matters:

D_e c_e = ℓν exp(−0.85/0.03878) = 756 nm/s.

Next,

Γ = 0.05413 × 1.0/0.03878 = 1.396 nm,
B = D_e c_e ΩΓ = 756 × 0.05413 × 1.396 ≈ 57.1 nm⁴/s = 5.71·10⁻³⁵ m⁴/s.

The initial rate of shortening is

dL/dt = −57.1 × 4.724·10⁻³ = −0.270 nm/s,

and the free energy falls at 0.270 eV/s.

Near the tip u = 0, sin u cos u ≈ u, g ≈ b and ds ≈ b du. Near the side u = π/2, the product is −(u − π/2) and g ≈ a. Hence

V_tip = −3Ba(a² − b²)/b⁶ = −0.43 nm/s,
V_side = 3Bb(a² − b²)/a⁶ = 0.016 nm/s.

The tip retreats and the side advances. Integrating (3) in time gives:

t (s): L (nm); half-axes (nm)
0: 82.77; 16.00, 10.00
10: 81.46; 15.05, 10.40
40: 79.91; 13.74, 11.59
80: 79.53; 13.02, 12.28
160: 79.48; 12.69, 12.61

The area stays at 502.7 nm². The equal-area circle has R = √(ab) = 12.65 nm and perimeter 79.48 nm, so 3.30 nm of edge, or 3.30 eV, is removed in total. The accumulated integral of B∮κ_s² ds matches the loss of perimeter at each listed time; after 10 s both are 1.308 nm.

The initial speeds are poor guides to later motion. Over the first 10 s the tip retreats by 0.95 nm, whereas its initial speed would give 4.3 nm. The side advances by 0.40 nm instead of 0.16 nm.

The late stage follows (7). The relaxation time is 12.65⁴/(12 × 57.1) ≈ 37 s, and the decay rate found in the integration between 160 and 240 s is 0.0268 s⁻¹, equal to the formula. Equation (8) can be checked at 80 s. Half the difference of the half-axes gives α₂ ≈ 0.37 nm, hence an excess of 3π × 0.37²/(2 × 12.65) ≈ 0.05 nm, as in the table.

**8. How far the model can be trusted here**

*Anisotropy.* A real Ni(111) island has close-packed edge directions, so both its line tension and its edge mobility can depend on direction. The mobility is not assessed here. The effect on the line tension can be estimated by letting each site of a close-packed edge carry no kink, or one kink up or down of height h = √3ℓ/2, with weight q = exp(−0.12/0.03878) for a rough kink energy of 0.12 eV. The mean square height step per site is v = 2qh²/(1 + 2q). A field λ that tilts the edge changes its free energy per length by −vλ²/(2ℓkT) to second order. The cost of a small slope p is the maximum over λ of λp − vλ²/(2ℓkT), which is ℓkT p²/(2v). An edge with β′ = 0 has the energy β(φ)√(1 + p²) per projected length, whose second derivative at p = 0 is β + β″. Therefore

β̃ = ℓkT/v = 2.5 eV/nm.

This is 2.5 times the line tension used above. The estimate ignores that a kink on a triangular lattice also shifts the edge by ℓ/2 along its length. A nearest-neighbour triangular-lattice model with the same kink energy gives 2.3 eV/nm for the close-packed direction, about 0.2 eV/nm less, and about 0.5 eV/nm midway between two such directions. It applies to the close-packed segments, so it does not simply multiply B for the whole island. It does mean that the local driving force, (β̃κ)_s, can differ from βκ_s in size and, where β̃ changes along the edge, even in sign. By section 5, a monotonic fall of L is then not guaranteed, and the shape of lowest energy is not a circle. The mean kink distance, ℓ(1 + 2q)/(2q) = 3.0 nm, is also not very small beside the tip's radius of curvature, 6.25 nm, so the smooth curve is a coarse description there.

*Exchange with the terrace.* Consider a circular island whose edge holds a terrace-atom density c(1 + Γ/R), with density c at a sink at distance 10R. Steady radial diffusion with diffusivity D gives the area loss

−dA/dt = 2πΩDcΓ/(R ln 10).

With ΩDc ≈ ℓ²ν exp(−1.05/0.03878), where 1.05 eV is a rough energy for forming and moving a terrace atom, the loss is 0.33 nm²/s. This is 2.4 % of the initial area in one relaxation time. At that constant rate it would reach about 16 % in 240 s. The area is thus nearly conserved during the first relaxation time, but this does not hold for the late values of L. Exchange also carries atoms over the terrace from the tips to the sides. For a mode α_n cos nθ the terrace-atom density at the edge varies by cΓ(n² − 1)α_n cos nθ/R², and outside the island this variation falls off as r^{−n}. The resulting flux outside the island adds about ΩDcΓn(n² − 1)/R³ to the decay rate, apart from a small term due to the net loss. For n = 2 this is 0.0045 s⁻¹, or 17 % of ω₂. The top of the island is a terrace too. There the variation falls off inwards as rⁿ, with a slope of the same size at the edge. If atoms cross the step freely and the same D and c apply, this contribution doubles, to about a third of ω₂. On a circle dL/dt = (dA/dt)/R, so the same loss shortens the edge by about 0.026 nm/s. On the initial ellipse exchange shortens the edge faster than this, because of the transport from tips to sides. Even the value for the circle exceeds the mean rate between 40 and 80 s in the table, 0.0095 nm/s. The late perimeters listed there therefore describe an island without exchange.

*Linearized density.* At the initial tip Γκ = 0.22. Using (6) with M = B e^{Γκ} makes the initial shortening 17 % faster than (5). On the final circle M = B e^{Γ/R} is still 12 % above B, so the late relaxation is faster by that amount.

*Thermal fluctuations.* By (8), the n = 2 mode costs the energy 3πβα₂²/(2R). Setting its mean equal to kT/2 gives an rms amplitude √(kT R/(3πβ)) = 0.23 nm. The initial amplitude is 2.9 nm, so the early motion stands well above the noise. By 160 s the calculated amplitude is about 0.04 nm, and the deterministic curve then describes at most an average shape. The mean perimeter lies above the listed one, because small fluctuations at fixed area add length: the two n = 2 modes, cos 2θ and sin 2θ, alone add kT/β ≈ 0.04 nm.

*Activation energy.* Lowering the edge activation energy E_d + E_f by 0.05 eV, with all else fixed, multiplies B by 3.6 and shortens the relaxation time from 37 s to about 10 s; raising it by the same amount gives about 140 s. These times leave out exchange. In the slower case the outer terrace alone would add about 60 % to the decay rate and shorten the 140 s to roughly 80 s. The energies used here are rough inputs, not values computed for nickel. The time scale is therefore an order-of-magnitude estimate for a real island, while (4) and (5) hold within the model for any value of B. Further values are in the numerical output.

Computed values

```
SCALED TESTS, non-convex curve (B = 1, dimensionless)
constant mobility: dA/dt 1.9e-08, dL/dt -106.2440, formula -106.2440
place-dependent mobility: dA/dt 0.0e+00, dL/dt -155.3012, formula -155.3012
exponential mobility: dA/dt 0.0e+00, dL/dt -94.3503, formula -94.3503
atom loss V=-kappa: dA/dt -6.28319, dL/dt -10.0001
sixfold tension: dL/dt +2.2084, d(energy)/dt -9.1012
EXAMPLE INPUTS (rough, Ni(111) regime)
temperature 450 K, kT 0.03878 eV
atomic spacing 0.25 nm, area per atom 0.05413 nm^2
line tension 1.0 eV/nm, attempt rate 1e+13 1/s
activation energies: edge 0.85 eV, terrace 1.05 eV
kink energy 0.12 eV
semi-axes 16 nm and 10 nm
EXAMPLE RESULTS
edge transport D_e c_e 755.7 nm/s
capillary length Gamma 1.3958 nm
B 57.095 nm^4/s = 5.709e-35 m^4/s
area 502.655 nm^2, atoms in island 9287
initial perimeter 82.7726 nm, circle 79.4767 nm
equal-area radius 12.6491 nm
curvature: tip 0.1600 1/nm, side 0.03906 1/nm
integral of kappa_s^2 4.72356e-03 nm^-3
initial dL/dt: formula -0.26969 nm/s
initial dL/dt: displaced curve -0.26969 nm/s
initial energy rate -0.26969 eV/s
total energy release 3.2958 eV
normal speed: tip -0.4275 nm/s, side 0.01593 nm/s
t (s) | area (nm^2) | L (nm) | summed loss (nm) | half-axes (nm)
0 | 502.655 | 82.7726 | 0.0000 | 16.000, 10.000
10 | 502.655 | 81.4648 | 1.3078 | 15.045, 10.400
20 | 502.655 | 80.6873 | 2.0852 | 14.501, 10.884
40 | 502.655 | 79.9082 | 2.8644 | 13.742, 11.587
80 | 502.655 | 79.5284 | 3.2442 | 13.023, 12.278
160 | 502.655 | 79.4774 | 3.2951 | 12.693, 12.605
240 | 502.655 | 79.4767 | 3.2958 | 12.654, 12.644
largest relative area drift 5.4e-10
largest perimeter-balance error / total drop 2.9e-08
late mode-2 decay: run 0.02676 1/s, formula 0.02676 1/s
mode-2 relaxation time 37.36 s
NEGLECTED EFFECTS
close-packed edge stiffness 2.49 eV/nm, ratio to line tension 2.49
mean kink distance 3.01 nm
terrace exchange: area loss 0.3274 nm^2/s
area lost in one relaxation time 2.43 %
Gamma*kappa at tip 0.223
initial dL/dt, exponential / linear density 1.167
thermal rms mode-2 amplitude 0.228 nm, initial amplitude 2.899 nm
rate factor for 0.05 eV lower edge energy 3.63
```
